# Does a cutback measurement really eliminate coupling loss?

## Question

I am measuring the propagation loss of silicon strip waveguides near 1550 nm. The chip has five of them, folded into spirals, all ending at the chip edges. For each I measure the fibre-to-fibre insertion loss:

| Length (cm) | 0.5 | 1.5 | 2.5 | 3.5 | 4.5 |
|---|---|---|---|---|---|
| Insertion loss (dB) | 4.10 | 5.70 | 8.40 | 10.00 | 12.60 |

A straight-line fit has slope 2.13 dB/cm and $R^2=0.993$. I took the coupling loss to be the intercept, so that the slope is free of it. I also removed and re-aligned the fibres 25 times per waveguide. Single readings scatter by 0.10 dB, and after averaging the slope is reproducible to better than 0.01 dB/cm.

May I quote $2.13\pm0.01$ dB/cm? If the coupling loss drops out of the slope, what else could be wrong with it?

## Answer

No. The fit removes the part of the coupling loss that is the same for all five waveguides. Differences between their facets remain in the slope, and re-aligning fibres to the same facets does not average them away.

### What the fit removes

Take one guided mode, power low enough for linear propagation, and the same propagation loss $a$ (in dB/cm) in every waveguide. The transmitted power fraction is a product of input coupling, propagation and output coupling. Taking $-10\log_{10}$ turns the product into a sum:

$$
y_i=aL_i+c_i,\qquad c_i=c_i^{\rm in}+c_i^{\rm out}.
$$

Here $y_i$ is the insertion loss and $c_i$ the total coupling loss of waveguide $i$, both positive in dB. Write $c_i=C+d_i$, where $C$ is common to all lengths and $d_i$ is the departure from it.

The fit minimises $\sum_i(y_i-A-BL_i)^2$. Setting the derivative with respect to $A$ to zero gives $A=\bar y-B\bar L$, where bars denote means over the $N$ waveguides. The derivative with respect to $B$ then gives

$$
\sum_i L_i\left[(y_i-\bar y)-B(L_i-\bar L)\right]=0 .
$$

The brackets sum to zero, so the prefactor $L_i$ may be replaced by $L_i-\bar L$. Hence

$$
B=\sum_i w_i y_i,\qquad w_i=\frac{L_i-\bar L}{S},\qquad S=\sum_i(L_i-\bar L)^2 .
$$

The term in $\bar y$ has dropped out because $\sum_i w_i=0$. Also $\sum_i w_iL_i=\sum_i w_i(L_i-\bar L)=1$. Inserting $y_i=aL_i+C+d_i$ gives

$$
B=a+\sum_i w_id_i .
$$

The constant $C$ cancels however large it is. The $d_i$ cancel only if their weighted sum happens to vanish. For two lengths the error reduces to $(d_2-d_1)/(L_2-L_1)$.

### A set of facets that gives your readings

Your data cannot tell us the individual facet losses, but we can choose values that reproduce them. Let the true propagation loss be 2.00 dB/cm, and let the facets be

| Length (cm) | 0.5 | 1.5 | 2.5 | 3.5 | 4.5 |
|---|---|---|---|---|---|
| Input (dB) | 1.6 | 1.3 | 1.8 | 1.3 | 1.7 |
| Output (dB) | 1.5 | 1.4 | 1.6 | 1.7 | 1.9 |

For the shortest guide, $2.00\times0.5+1.6+1.5=4.10$ dB; the other four readings follow in the same way. With $\bar L=2.5$ cm and $S=10$ cm$^2$, the weights are $-0.2,-0.1,0,0.1,0.2$ cm$^{-1}$. The total coupling losses are 3.1, 2.7, 3.4, 3.0 and 3.6 dB, so the slope error is

$$
-0.2(3.1)-0.1(2.7)+0.1(3.0)+0.2(3.6)=0.13\ \text{dB/cm}.
$$

This is 6.5% of the true loss. The intercept is wrong in the opposite direction: it is 2.84 dB, while the mean coupling loss is 3.16 dB. The line passes through the mean point, so too steep a slope lowers the intercept by $0.13\times2.5\approx0.33$ dB.

The cutback fit is still useful. Dividing the longest guide's insertion loss by its length would give 2.80 dB/cm, because all of its coupling loss would be counted as propagation loss.

### Random facets broaden the result

Suppose the $d_i$ are independent, with equal means and standard deviation $\sigma_d$. The equal means can be absorbed in $C$, so the average slope over many fresh sets of facets is $a$. This holds even though misalignment can only add loss: a one-sided error with the same mean at every length shifts the intercept, not the mean slope.

The variance of a sum of independent terms is the sum of their variances:

$$
\operatorname{Var}(B)=\sigma_d^2\sum_iw_i^2=\frac{\sigma_d^2}{S},
$$

because $\sum_iw_i^2=S/S^2$. If each facet has independent scatter $s_f$, two facets give $\sigma_d^2=2s_f^2$. For $s_f=0.25$ dB,

$$
\sigma_B=\frac{\sqrt2\times0.25}{\sqrt{10}}=0.112\ \text{dB/cm}.
$$

An error of 0.13 dB/cm is therefore ordinary for such facets.

In a literal cutback, one guide is shortened from its output end while the input coupling stays undisturbed. The input loss is then common to all readings and cancels. With the same lengths and facet scatter, the standard deviation falls to $s_f/\sqrt S=0.079$ dB/cm. The fresh output facets still contribute.

### Why 25 re-alignments do not help

Let each reading have an independent, zero-mean alignment error of standard deviation $s_a$, and average $m$ readings per waveguide. Over new facets and new alignments together,

$$
\operatorname{Var}(B)=\frac{2s_f^2+s_a^2/m}{S}.
$$

Your repeats keep the facets fixed, so they reveal the second term alone:

$$
\frac{0.10}{\sqrt{25\times10}}=0.0063\ \text{dB/cm}.
$$

That is the reproducibility you saw. It describes scatter about 2.13 dB/cm, the wrong value in this model. The facet error is random from one set of facets to the next, but it is a fixed offset for the set you have.

### What the residuals can tell you

The residuals of your fit are $0.20,-0.33,0.24,-0.29,0.18$ dB. They do contain information about random facets. With slope error $e=\sum_iw_id_i$, each residual is

$$
r_i=(d_i-\bar d)-e(L_i-\bar L).
$$

Since $\sum_i(d_i-\bar d)(L_i-\bar L)=eS$, squaring and summing gives

$$
\sum_i r_i^2=\sum_i(d_i-\bar d)^2-e^2S .
$$

For independent $d_i$ the expected values of the two terms on the right are $(N-1)\sigma_d^2$ and $\sigma_d^2$. Their difference is $(N-2)\sigma_d^2$, so dividing the squared residuals by $N-2$ estimates $\sigma_d^2$ without bias. Here

$$
\text{standard error}=\sqrt{\frac{0.323}{3\times10}}=0.104\ \text{dB/cm}.
$$

For Gaussian errors, Student's $t$ with three degrees of freedom supplies the factor 3.18 for a 95% interval. The result is $2.13\pm0.33$ dB/cm, which contains 2.00. In simulated data with independent Gaussian facets, intervals built this way contained the true slope in 95.0% of cases.

This is the interval to quote from these five guides, provided that coupling loss has no trend with length and that the facets vary independently. If neighbouring facets are alike, the residuals understate the error: with a correlation of 0.5 between neighbours in length, falling off geometrically beyond them, such intervals contain the true slope in only about 87% of cases.

### A trend with length biases the result

Suppose the longer guides end in a more poorly polished part of the chip edge, so that $d_i$ gains a term $gL_i$. Then

$$
y_i=(a+g)L_i+C+\cdots .
$$

The slope rises by $g$ and the residuals do not change at all. A trend of 0.10 dB/cm would move your fitted slope from 2.13 to 2.23 dB/cm with no sign in the residual plot. More guides with the same trend would reduce the scatter but leave this bias.

The order of measurement can create a trend too. Re-optimising the alignment at every guide, as you did, guards against the following case, which concerns a stage stepped from guide to guide. Suppose a fibre is aligned on the shortest guide and not re-optimised afterwards, while the stage drifts by a further 0.15 µm before each later reading. Let fibre and guide have equal Gaussian modes, with fields $e^{-x^2/w^2}$ and $e^{-(x-\delta)^2/w^2}$ along the drift direction. The exponent of their product is

$$
-\frac{x^2+(x-\delta)^2}{w^2}
=-\frac{2(x-\delta/2)^2}{w^2}-\frac{\delta^2}{2w^2}.
$$

The integral over $x$ of the first factor does not depend on $\delta$. The normalised overlap is therefore $e^{-\delta^2/(2w^2)}$, and the coupled power is its square, $e^{-\delta^2/w^2}$. For $w=1.5$ µm and reading number $j=0,\ldots,4$, the added loss is

$$
d_j=kj^2,\qquad k=\frac{10}{\ln10}\left(\frac{0.15}{1.5}\right)^2=0.0434\ \text{dB}.
$$

To find the slope of $j^2$, put $j=\bar j+u$, with $\bar j=(N-1)/2$. Then $j^2=\bar j^2+2\bar ju+u^2$. The $u^2$ term is symmetric about the centre and contributes no slope, which leaves $2\bar j=N-1$ per reading. For a length spacing $h=1$ cm,

$$
\text{bias}=\frac{k(N-1)}{h}=0.174\ \text{dB/cm}.
$$

With no other coupling variation, this fit has $R^2=0.9994$ and a 95% half-width of 0.094 dB/cm. Its $R^2$ is higher than yours, its error is larger, and its interval misses the true loss. A high $R^2$ says that the points lie near a line, not that the line has the right slope.

### Turning the bias into scatter

Measuring in random order breaks the link between drift and length. Each position then has the same mean drift loss, so the mean slope error is zero. For the spread, let $V$ be the mean squared deviation of the $N$ drift losses from their mean. Their sum is fixed, so the losses at two different positions have covariance $-V/(N-1)$. From $\sum_iw_i=0$ it follows that $\sum_{i\ne j}w_iw_j=-\sum_iw_i^2$, and hence

$$
\operatorname{Var}(B)=V\left(1+\frac1{N-1}\right)\sum_iw_i^2
=\frac{NV}{(N-1)S}.
$$

The standard deviation over all 120 orders is 0.091 dB/cm. Randomisation has replaced a bias of 0.174 dB/cm by an error that averages to zero over all orders; a single order can still give a wrong slope.

Alternatively, with evenly spaced lengths such as yours, measure once upward and once downward in length, starting each run from fresh alignment. If the drift repeats, the averaged drift loss is symmetric about the middle length and adds nothing to the slope.

### Reducing the facet error

Use several waveguides at each length, each with its own facets, and distribute them over the chip so that position does not follow length. With $r$ guides per length, the standard deviation falls as $1/\sqrt r$. A target of 0.04 dB/cm needs $(0.112/0.04)^2\approx7.8$, hence eight guides per length, if facets are the sole source of scatter.

A wider range of lengths also helps. For a fixed number of guides and the same relative spacing, $\sqrt S$ is proportional to the range, so doubling the range halves the facet error.

The absolute facet error does not depend on $a$, so low-loss guides suffer most in relative terms. With your lengths, Gaussian facet scatter of 0.25 dB and a true loss of 0.10 dB/cm, the fitted loss would be negative with a probability of 18.6%.

### How this compares with a real chip

The loss of 2 dB/cm, the coupling loss of about 1.6 dB per facet and the facet scatter of 0.25 dB are example values. On a real chip all three depend on the process and on the design of the guide ends. A loss near 1.6 dB per facet, and the matched 1.5 µm modes of the drift example, presuppose a spot-size converter such as an inverse taper. The mode of a plain 500 nm × 220 nm strip is much smaller: mode mismatch to a fibre spot of radius 1.0–1.5 µm then costs roughly 7–10 dB per facet, and for a 1.5 µm spot the same drift gives a bias near 0.33 dB/cm, almost twice the matched value. Another assumption to check is equal propagation loss in all guides. If it varies independently by 3%, or 0.06 dB/cm, the added slope scatter is $0.06\sqrt{\sum_iw_i^2L_i^2}=0.059$ dB/cm. Combined in quadrature with the facets, this raises 0.112 to 0.126 dB/cm, and the target above then needs about ten guides per length. This term does not shrink when the guides are made longer: doubling all lengths lowers the combined scatter from 0.126 to 0.081 dB/cm, not to half.

Other effects depend on the layout and the instrument:

- **Bends.** Four bends per centimetre at 0.005 dB each add 0.020 dB/cm. The fit cannot separate this from straight-guide loss.
- **Stray light.** Light reaching the detector 50 dB below the launched power changes the slope by $-0.0002$ dB/cm if it adds incoherently. If it interferes with the guided light, the worst combination of phases gives 0.046 dB/cm.
- **Nonlinear loss.** For 1 mW in the input fibre, the smallest input loss in the table above, 1.3 dB, leaves 0.74 mW in the guide. With a mode area of 0.1 µm$^2$ and a rough two-photon coefficient of 0.7 cm/GW, two-photon absorption then adds at most about 0.002 dB/cm. Free-carrier absorption is smaller still for a carrier lifetime of 1 ns.

Facet reflections need separate care, because they produce fringes as the wavelength is scanned. Let both facets have power reflectance $R$, and let $T=10^{-aL/10}$ be the single-pass transmission. Summing the multiple passes gives a power proportional to $T/|1-RTe^{i\phi}|^2$, where $\phi$ is the round-trip phase. For $R=0.01$, unaveraged fringes can shift the slope by at most 0.022 dB/cm. For bare facets, take $R=0.30$ as an example. This is about the reflectance of bulk silicon in air; that of a strip mode can differ. The fringe range on the shortest guide is then 4.22 dB.

Average such fringes in dB over whole periods. Expanding $\ln(1-RTe^{i\phi})$ in powers of $RTe^{i\phi}$ gives terms that each average to zero, so no length-dependent error remains. Averaging the power instead multiplies it by $1/(1-R^2T^2)$. This factor is larger for short guides, makes them look less lossy, and raises the slope by 0.058 dB/cm for the bare facets. The dB average works only if the instrument resolves the fringes. Their period is $\lambda^2/(2n_gL)$, which for a group index $n_g\approx4$ runs from about 60 pm on the shortest guide to 7 pm on the longest. A coarser resolution averages the power first: a 20 pm bandwidth leaves about 0.035 dB/cm of this bias, and 50 pm leaves nearly all of it.

The numerical output below lists the values used here.

## Computed values

```
Lengths: 0.5 1.5 2.5 3.5 4.5 cm
True propagation loss: 2.00 dB/cm
Input facet losses: 1.6 1.3 1.8 1.3 1.7 dB
Output facet losses: 1.5 1.4 1.6 1.7 1.9 dB
Insertion losses: 4.10 5.70 8.40 10.00 12.60 dB
S: 10.0 cm^2
Weights w: -0.20 -0.10 0.00 0.10 0.20 1/cm
Fitted slope: 2.130 dB/cm
Fitted intercept: 2.835 dB
Slope error from input, output facets: 0.020 0.110 dB/cm
Total slope error: 0.130 dB/cm
Relative slope error: 6.5 %
R^2 of fit: 0.9929 
Fit residuals: 0.200 -0.330 0.240 -0.290 0.180 dB
Slope standard error from residuals: 0.104 dB/cm
Student factor, 95%, 3 degrees of freedom: 3.182 
95% half-width: 0.330 dB/cm
Slope from shortest and longest only: 2.125 dB/cm
Longest guide: insertion loss/length: 2.800 dB/cm
Assumed sd per facet: 0.25 dB
Slope sd, two fresh facets per guide: 0.112 dB/cm
Slope sd, input undisturbed: 0.079 dB/cm
Slope sd, two end lengths only: 0.125 dB/cm
Simulated coverage of 95% interval: 95.0 %
Alignment sd: 0.10 dB; repeats per guide: 25
Slope sd seen in repeats, same facets: 0.0063 dB/cm
For target sd 0.04 dB/cm: 8 guides per length
Slope sd with these guides: 0.0395 dB/cm
Low-loss guide: 0.10 dB/cm
Its chance of a negative slope: 18.6 %
Hidden linear coupling trend = added bias: 0.10 dB/cm
Mode radius, drift per reading: 1.50 0.15 um
Drift coupling losses: -0.000 0.043 0.174 0.391 0.695 dB
Drift k: 0.0434 dB
Drift bias, order of length: 0.174 dB/cm
Drift fit: 95% half-width: 0.094 dB/cm
Drift fit: R^2: 0.9994 
Drift error sd over all 120 orders: 0.091 dB/cm
Reflectances: tapered, bare facet: 0.01 0.30 
Tapered: worst fringe slope error: 0.022 dB/cm
Bare: fringe range, shortest guide: 4.22 dB
Bare: bias from averaging power: 0.058 dB/cm
Stray light below launched power: 50 dB
Stray bias if incoherent: -0.0002 dB/cm
Stray worst slope error if coherent: 0.046 dB/cm
Bends: 4 per cm, 0.005 dB each
Bend bias: 0.020 dB/cm
Guide-to-guide loss sd: 3 %
Slope sd from guide variation: 0.059 dB/cm
Slope sd, facets and guides combined: 0.126 dB/cm
Launched 1.0 mW; area 0.1 um^2; wavelength 1550 nm
TPA coefficient 0.7 cm/GW; lifetime 1.0 ns; carrier cross-section 1.45e-17 cm^2
Two-photon loss, upper limit: 0.00225 dB/cm
Free-carrier loss, upper limit: 9.5e-05 dB/cm
```
